\section*{Conduction band offset from charge neutrality levels and interface pinning}

\section*{Question}

Silicon (side $a$) meets a gate oxide (side $b$) at an abrupt, flat interface. For each side, the local vacuum level is a reference energy lying one electron affinity $\chi$ above the conduction band edge. The charge neutrality level is the energy up to which the gap states at the interface must be filled for that side to carry no net charge. Its depth below the local vacuum level of the same side is $\Phi$. All depths and affinities are positive. The data are
\[
\chi_a=4.05\ \text{eV},\quad \chi_b=2.40\ \text{eV},\quad
\Phi_a=4.95\ \text{eV},\quad \Phi_b=4.50\ \text{eV}.
\]

Energies are electron energies. The silicon vacuum level is the zero, and the oxide vacuum level lies at $\Delta$, the step produced by the interface dipole. The conduction offset is $C=E_{c,b}-E_{c,a}$, positive when the oxide edge is the higher one.

The gap states have constant densities $D_a$ and $D_b$ per area and energy over a range that contains both neutrality levels and the Fermi level and extends many thermal energies beyond them. Their charges form two sheets a distance $d$ apart in a medium of permittivity $\varepsilon$. They share one Fermi level $E_F$ and are neutral as a whole. No other charge or dipole is present at the interface. Let $m$ be the height of the oxide neutrality level above the silicon one, and $m_0$ its value for $\Delta=0$. The pinning factor is defined as $S=m/m_0$.

\begin{enumerate}
\item[(a)] Express $C$ and $m$ in terms of $\Delta$ and the data.
\item[(b)] Find the number of electrons per area that silicon gains, in terms of $m$.
\item[(c)] Find $\Delta$ from electrostatics. Hence obtain $S$ in terms of the densities, and $C$ in terms of $S$.
\item[(d)] Evaluate $C$ for $S=0.53$, by two routes.
\item[(e)] Discuss the limits $S=1$ and $S=0$. Use them to judge a proposed answer of $0.96$ eV.
\item[(f)] Find how $C$ responds to each input, and decide how many digits of the result carry meaning.
\item[(g)] For $d=0.3$ nm and relative permittivity $3$, find the state density that corresponds to $S=0.53$ and the charge transferred.
\item[(h)] Show what $S$ means for a metal on the same oxide. Suppose that $0.53$ had been obtained from metal contacts, and that silicon has the same state density as the oxide. What is the offset then?
\item[(i)] State what would invalidate the result, and whether the valence offset follows from the data.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Levels on a common scale}

Each conduction edge lies one affinity below its own vacuum level:
\begin{equation}
E_{c,a}=-\chi_a,\qquad E_{c,b}=\Delta-\chi_b .
\end{equation}
Subtracting the first from the second gives
\begin{equation}
C=\chi_a-\chi_b+\Delta .
\label{eq:Cdelta}
\end{equation}
The neutrality levels lie at $-\Phi_a$ and $\Delta-\Phi_b$, so
\begin{equation}
m=(\Delta-\Phi_b)-(-\Phi_a)=\Phi_a-\Phi_b+\Delta,
\qquad m_0=\Phi_a-\Phi_b .
\label{eq:m}
\end{equation}
The step $\Delta$ moves all oxide levels together. It therefore changes the offset and the mismatch by the same amount.

\subsection*{(b) Charge transfer}

Consider one side with state density $D$ and neutrality level $E_0$. Its excess of electrons is the actual filling minus the neutral filling,
\begin{equation}
N=D\int\left[f(E-E_F)-\theta(E_0-E)\right]dE ,
\end{equation}
where $f$ is the Fermi function and $\theta$ the unit step. Add and subtract $\theta(E_F-E)$ in the bracket. The integral of $f(E-E_F)-\theta(E_F-E)$ vanishes, because $f(x)=1-f(-x)$: the electrons thermally excited above $E_F$ balance the holes left below it. The remaining integral of $\theta(E_F-E)-\theta(E_0-E)$ is $E_F-E_0$. Hence $N=D(E_F-E_0)$, and for the two sides
\begin{equation}
N_a=D_a(E_F+\Phi_a),\qquad N_b=D_b(E_F-\Delta+\Phi_b).
\end{equation}
Write $x=E_F+\Phi_a$ for the height of the Fermi level above the silicon neutrality level. By Eq.~\eqref{eq:m}, $\Phi_b-\Delta=\Phi_a-m$, so $N_b=D_b(x-m)$. Overall neutrality then requires
\begin{equation}
D_a x+D_b(x-m)=0
\quad\Longrightarrow\quad
x=\frac{D_b}{D_a+D_b}\,m .
\end{equation}
Silicon gains
\begin{equation}
N_a=D_a x=D\,m,\qquad D=\frac{D_aD_b}{D_a+D_b}.
\label{eq:Na}
\end{equation}
The densities combine like capacitors in series, so $D$ is smaller than either of them. For positive $m$ the oxide neutrality level is the higher one, and electrons pass from the oxide to silicon.

\subsection*{(c) Vacuum step, pinning factor and offset}

Let $z$ run from silicon to the oxide, with the sheets at $z=0$ and $z=d$. The potential energy of an electron is $U=-e\varphi$, with $e>0$ and $\varphi$ the electrostatic potential. Poisson's equation $\varphi''=-\rho/\varepsilon$ becomes $U''=e\rho/\varepsilon$. The charge density is $\rho=-e[N_a\delta(z)+N_b\delta(z-d)]$, so
\begin{equation}
U''=-\frac{e^2}{\varepsilon}\left[N_a\,\delta(z)+N_b\,\delta(z-d)\right].
\end{equation}
There is no field to the left of the first sheet. Between the sheets $U'=-e^2N_a/\varepsilon$. Beyond the second sheet $U'$ is zero again, because $N_b=-N_a$. Integrating $U'$ across the distance $d$ gives the step
\begin{equation}
\Delta=-\frac{e^2 d}{\varepsilon}N_a=-\frac{e^2Dd}{\varepsilon}\,m ,
\label{eq:step}
\end{equation}
where Eq.~\eqref{eq:Na} was used. The sign has a direct meaning: silicon becomes negative and the oxide positive, and electron levels are lowered on the positive side.

Insert this step into $m=m_0+\Delta$:
\begin{equation}
m=m_0-\frac{e^2Dd}{\varepsilon}m
\quad\Longrightarrow\quad
m\left(1+\frac{e^2Dd}{\varepsilon}\right)=m_0 .
\end{equation}
The pinning factor is therefore
\begin{equation}
S=\frac{m}{m_0}=\frac{1}{1+e^2Dd/\varepsilon},
\label{eq:S}
\end{equation}
which lies between 0 and 1. The dipole reduces the mismatch that drives it, but does not reverse it. The step follows as
\begin{equation}
\Delta=m-m_0=-(1-S)(\Phi_a-\Phi_b).
\label{eq:DeltaS}
\end{equation}
With Eq.~\eqref{eq:Cdelta},
\begin{align}
C&=\chi_a-\chi_b-(1-S)(\Phi_a-\Phi_b)\label{eq:C1}\\
 &=\chi_a-\chi_b-\Phi_a+\Phi_b+S(\Phi_a-\Phi_b)\nonumber\\
 &=(\chi_a-\Phi_a)-(\chi_b-\Phi_b)+S(\Phi_a-\Phi_b).\label{eq:C2}
\end{align}

\subsection*{(d) The offset}

The first route starts from the vacuum levels, Eq.~\eqref{eq:C1}. The difference of affinities is $4.05-2.40=1.65$ eV, and the difference of neutrality depths is $4.95-4.50=0.45$ eV. The dipole step is
\[
\Delta=-(1-0.53)\times0.45\ \text{eV}=-0.2115\ \text{eV},
\]
so that
\begin{equation}
C=1.65\ \text{eV}-0.2115\ \text{eV}=1.4385\ \text{eV}\approx1.44\ \text{eV}.
\end{equation}

The second route starts from the neutrality levels, Eq.~\eqref{eq:C2}. The silicon level lies $4.95-4.05=0.90$ eV below its conduction edge, and the oxide level lies $4.50-2.40=2.10$ eV below its own. If the two levels coincided, the offset would be $2.10-0.90=1.20$ eV. In fact the oxide level remains higher by $m=0.53\times0.45=0.2385$ eV, and it carries the oxide conduction edge up with it:
\[
C=1.20\ \text{eV}+0.2385\ \text{eV}=1.4385\ \text{eV}.
\]

The numerical output also contains a self-consistent solution. There, discrete gap levels are filled at 300 K and Poisson's equation is integrated for sheets of small finite width. It gives the same $1.4385$ eV. This confirms the algebra and the signs within the model. It does not test whether the model describes a given interface.

\subsection*{(e) Limits and the proposed answer}

For $S=1$ there is no charge transfer, the vacuum levels align, and
\[
C=\chi_a-\chi_b=1.65\ \text{eV}.
\]
This is the electron affinity rule. By Eq.~\eqref{eq:S} it is reached when $e^2Dd/\varepsilon\ll1$, which for given $d$ and $\varepsilon$ needs few gap states on at least one side.

For $S\to0$, that is $e^2Dd/\varepsilon\gg1$, a very small remaining mismatch suffices to build the dipole. The neutrality levels align, and
\[
C=(\Phi_b-\chi_b)-(\Phi_a-\chi_a)=1.20\ \text{eV}.
\]
The vacuum levels drop out of this limit, since each bracket is the distance between two levels of the same material.

Equation \eqref{eq:C2} is linear in $S$, so every allowed $S$ gives an offset between $1.20$ and $1.65$ eV. The proposed $0.96$ eV lies outside this interval and cannot be right for these data as long as the gap states provide the only dipole. It results from subtracting the $S$ term: $1.20-0.2385=0.9615$ eV. That sign would place the oxide neutrality level below the silicon one, as if the dipole had overshot the alignment that it works towards.

\subsection*{(f) Response to the inputs}

Differentiate Eq.~\eqref{eq:C1}, keeping the other four inputs fixed each time:
\begin{align}
\frac{\partial C}{\partial\chi_a}&=1, &
\frac{\partial C}{\partial\chi_b}&=-1,\nonumber\\
\frac{\partial C}{\partial\Phi_a}&=-(1-S)=-0.47, &
\frac{\partial C}{\partial\Phi_b}&=1-S=0.47,\\
\frac{\partial C}{\partial S}&=\Phi_a-\Phi_b=0.45\ \text{eV}.\nonumber
\end{align}
The pinning factor has a modest influence here because the two neutrality depths are close. Lowering $S$ to $0.48$ gives $1.416$ eV and raising it to $0.58$ gives $1.461$ eV, a change of about $0.02$ eV either way.

The affinities act at full strength. If the oxide affinity were known only to the nearest $0.1$ eV, it could be wrong by $0.05$ eV, and so could the offset. The value $1.44$ eV is the correct evaluation of the stated data. If all four energies are known only to the nearest $0.1$ eV, their errors can add up to $2\times0.05+2\times0.47\times0.05\approx0.15$ eV. As a prediction for such an interface, the result means about $1.4$ eV, and even the first decimal is uncertain.

It matters what is held fixed. Suppose that the oxide affinity is revised while the neutrality level keeps its distance $\Phi_b-\chi_b$ from the conduction edge. Then $\Phi_b$ changes by the same amount as $\chi_b$, and
\begin{equation}
\left.\frac{dC}{d\chi_b}\right|_{\Phi_b-\chi_b}=-1+(1-S)=-S=-0.53 .
\end{equation}
The dipole now compensates part of the revision. In the limit $S\to0$ it compensates all of it, in agreement with part (e).

\subsection*{(g) State density and transferred charge}

Solving Eq.~\eqref{eq:S} for the series density gives
\begin{equation}
D=\frac{\varepsilon}{e^2d}\left(\frac1S-1\right),
\qquad \frac{1}{0.53}-1=0.887 .
\end{equation}
For $d=0.3$ nm and $\varepsilon=3\varepsilon_0$ this is
\[
D=4.90\times10^{13}\ \text{cm}^{-2}\,\text{eV}^{-1}.
\]
If both sides have the same density, then $D=D_a/2$, and each side has $9.80\times10^{13}\ \text{cm}^{-2}\,\text{eV}^{-1}$. Silicon gains
\begin{equation}
N_a=D\,m=4.90\times10^{13}\times0.2385\ \text{cm}^{-2}
=1.17\times10^{13}\ \text{cm}^{-2}.
\end{equation}
The step can be checked with Eq.~\eqref{eq:step}: $0.887\times0.2385$ eV is $0.2115$ eV in magnitude, as in part (d).

For equal densities the Fermi level lies midway between the neutrality levels at $-4.95$ eV and $-0.2115-4.50=-4.7115$ eV, which is $-4.83$ eV. Unequal densities with the same $D$ would move the Fermi level but not the offset, because $\Delta$ depends on the densities through $D$ alone.

The pinning factor fixes the combination $Dd/\varepsilon$, not $D$ itself. The density found here rests on the chosen $d$ and $\varepsilon$, whereas the offset in part (d) needs neither.

Nor should this density be read as that of chargeable states in a working transistor. With $9.80\times10^{13}\ \text{cm}^{-2}\,\text{eV}^{-1}$ in the silicon gap, moving the Fermi level by $0.5$ eV at the surface would take $4.9\times10^{13}$ electrons per cm$^2$ in the silicon states alone. The oxide states share the Fermi level, and the added silicon charge lowers them by a further $0.887$ eV through Eq.~\eqref{eq:step}. They take another $9.80\times10^{13}\times(0.5+0.887)\approx1.36\times10^{14}$, so a gate on the oxide side would have to supply about $1.8\times10^{14}$ per cm$^2$ in all. A gate on silicon dioxide (relative permittivity $3.9$) supplies only about $2.2\times10^{13}$ per cm$^2$ even at a field of $10$ MV/cm. The constant densities are a simple model of how the interface dipole responds to a mismatch.

\subsection*{(h) Metal contacts and the origin of $S$}

Let $D_a\to\infty$. The transferred charge stays finite, so $E_F+\Phi_a=N_a/D_a\to0$ and the Fermi level is held at $-\Phi_a$. Side $a$ then behaves as a metal of work function $\Phi_a$. The barrier for electrons entering the oxide is
\begin{align}
B&=E_{c,b}-E_F=\Delta-\chi_b+\Phi_a\nonumber\\
 &=-(1-S)(\Phi_a-\Phi_b)-\chi_b+\Phi_a\nonumber\\
 &=S(\Phi_a-\Phi_b)+\Phi_b-\chi_b .
\end{align}
In the last line, $\Phi_a-(\Phi_a-\Phi_b)=\Phi_b$ was used. Thus $S$ is the slope of the barrier against the metal work function. A metal with a work function of $4.95$ eV and $S=0.53$ has $B=0.2385+2.10=2.34$ eV. Subtracting the $0.90$ eV between the silicon neutrality level and its conduction edge returns $1.44$ eV. The offset can thus be calculated as if silicon were a metal whose work function is its neutrality depth. For finite $D_a$ this is only a way of reckoning, because the Fermi level then does not lie at $-\Phi_a$. With the equal densities of part (g), the oxide conduction edge is $2.22$ eV above the Fermi level, not $2.34$ eV, while the offset is the same.

This suggests taking $S$ from metal contacts, but the two values need not agree. For a metal, $D_a\to\infty$ makes $D=D_b$, and
\begin{equation}
\frac{e^2D_bd}{\varepsilon}=\frac{1}{S_M}-1 ,
\end{equation}
where $S_M$ is the metal value. For silicon with $D_a=D_b$ the series density is $D_b/2$. With the same $d$, $\varepsilon$ and $D_b$ in both contacts,
\begin{equation}
S=\frac{1}{1+\frac12\left(\frac{1}{S_M}-1\right)}
=\frac{2S_M}{1+S_M}=\frac{1.06}{1.53}=0.693 ,
\end{equation}
where numerator and denominator were multiplied by $2S_M$. The offset becomes
\begin{equation}
C=1.20\ \text{eV}+0.693\times0.45\ \text{eV}=1.51\ \text{eV}.
\end{equation}
This is $0.07$ eV above the result of part (d). Silicon with a finite state density screens less well than a metal, so more of the original mismatch survives. For any finite $D_a$ the series density is below $D_b$, hence $S>S_M$. With $S_M=0.53$ the offset then lies between $1.44$ and $1.65$ eV. The answer to part (d) stands if $0.53$ belongs to the silicon--oxide interface itself, or if the silicon state density is much larger than that of the oxide.

\subsection*{(i) Conditions and the valence offset}

With $S$ defined as $m/m_0$, Eq.~\eqref{eq:C1} follows from $\Delta=m-m_0$ alone, so it holds for any interface whose own $S$ is known. The model is needed to calculate $S$ from Eq.~\eqref{eq:S}, or to carry a value over from other contacts. An offset obtained in that way rests on four conditions.
\begin{itemize}
\item The dipole comes from gap-state transfer alone. A further dipole, for instance from polar bonds at the interface, would add its own step to $m_0$. The gap states would screen it by the factor $S$ of Eq.~\eqref{eq:S}, since Eq.~\eqref{eq:step} still holds for their part. The ratio $m/m_0$ would then differ from this factor. An extra bare step $\Delta_x$ thus shifts the offset by $S\Delta_x$.
\item The state densities are constant between the neutrality levels and the Fermi level, and for many thermal energies beyond them. Otherwise $N_a$ is in general not proportional to $m$, and $S$ depends on the initial mismatch $m_0$.
\item The gap states are neutral as a whole. Charge in a silicon depletion layer must be small compared with the transferred charge, which is $1.17\times10^{13}$ electrons per cm$^2$ in the example of part (g).
\item The offset is local. Band bending over longer distances changes how the levels at the interface lie relative to those deep inside either material. It is not part of $C$, provided that its field adds little energy across the distance $d$. What it adds there acts as an extra bare step. For the values of part (g), the field of $10^{12}$ elementary charges per cm$^2$ changes the offset by about $0.01$ eV, and that of $10^{13}$ by about $0.1$ eV, if this field crosses the distance $d$ in full while the gap states stay neutral as a whole. If the gap states themselves balance the charge, the shift for equal densities is half as large.
\end{itemize}

The valence offset does not follow from the data. Let $G_a$ and $G_b$ be the band gaps. The valence edges lie at $E_{c,a}-G_a$ and $E_{c,b}-G_b$, so the silicon valence edge is above the oxide one by
\begin{equation}
(E_{c,a}-G_a)-(E_{c,b}-G_b)=G_b-G_a-C .
\end{equation}
The difference of the two gaps is needed, and it is not given. The conduction offset required no gap, because affinities and neutrality depths were all measured from the vacuum levels.

\section*{Computed values}
\begin{verbatim}
silicon affinity: 4.05 eV
oxide affinity: 2.40 eV
silicon neutrality depth: 4.95 eV
oxide neutrality depth: 4.50 eV
pinning factor S: 0.53 (no unit)
silicon neutrality level below conduction edge: 0.90 eV
oxide neutrality level below conduction edge: 2.10 eV
difference of neutrality depths: 0.45 eV
offset for S = 1 (affinity rule): 1.65 eV
offset for S = 0 (levels aligned): 1.20 eV
remaining mismatch S*(difference): 0.2385 eV
vacuum step, formula: -0.2115 eV
vacuum step, self-consistent: -0.2115 eV
conduction offset, formula: 1.4385 eV
conduction offset, self-consistent: 1.4385 eV
conduction offset, rounded: 1.44 eV
offset with wrong sign of S term: 0.9615 eV
offset at S = 0.48: 1.4160 eV
offset at S = 0.58: 1.4610 eV
sensitivity to silicon affinity: 1.000 eV/eV
sensitivity to oxide affinity: -1.000 eV/eV
sensitivity to silicon neutrality depth: -0.470 eV/eV
sensitivity to oxide neutrality depth: 0.470 eV/eV
sensitivity to S: 0.450 eV per unit S
sheet distance: 0.3 nm
relative permittivity: 3.0 (no unit)
temperature in level filling: 300 K
series state density for S: 4.901e+13 1/(cm^2 eV)
density on each side if equal: 9.801e+13 1/(cm^2 eV)
electrons gained by silicon: 1.169e+13 1/cm^2
common Fermi level from silicon vacuum: -4.8307 eV
metal-limit barrier slope: 0.530 (no unit)
metal-limit electron barrier: 2.338 eV
S if silicon density equals oxide density: 0.693 (no unit)
offset in that case: 1.512 eV
\end{verbatim}
